# Rohrlich–Carlson functions for electron and positron collision stopping power: a numerical check

```python
"""Collision stopping power of electrons and positrons.
Result under test:
  S = (2 pi r_e^2 m c^2 n / beta^2) [ln(T/I)^2 + ln(1+tau/2) + F(tau)]
  F_electron = (1-beta^2) [1 + tau^2/8 - (2 tau+1) ln 2]
  F_positron = 2 ln 2 - beta^2/12 [23 + 14 y + 10 y^2 + 4 y^3], y = 1/(tau+2)
T: kinetic energy, tau = T/(m c^2), gamma = 1+tau, beta = v/c,
I: mean excitation energy, n: electron density, W: energy transfer.
Scattering calculations use m = c = hbar = 1 and divide e^4 out of |M|^2.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import exp1, gammaincc

LN2 = np.log(2.0)


def beta_squared(tau):
    return tau * (tau + 2) / (tau + 1) ** 2


def f_electron(tau):
    # 1 - beta^2 = 1/(tau+1)^2, written without a cancelling subtraction
    return (1 + tau**2 / 8 - (2 * tau + 1) * LN2) / (tau + 1) ** 2


def f_positron(tau):
    y = 1 / (tau + 2)
    return 2 * LN2 - beta_squared(tau) / 12 * (23 + 14*y + 10*y**2 + 4*y**3)


# Cross sections d sigma/dW in units of 2 pi r_e^2/beta^2, with W in m c^2
def moller(tau, w):
    g = 1 + tau
    rest = tau - w
    return 1/w**2 + 1/rest**2 + 1/g**2 - (2*g - 1) / (g**2 * w * rest)


def bhabha(tau, w):
    y, eps = 1 / (tau + 2), w / tau
    z = 1 - 2 * y
    b1, b2, b3, b4 = 2 - y**2, z * (3 + y**2), z**2 * (2 - 2*y), z**3
    series = b1*eps - b2*eps**2 + b3*eps**3 - b4*eps**4
    return (1 - beta_squared(tau) * series) / w**2


# Explicit Dirac matrices and spinors, Dirac representation
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
GAMMA = np.zeros((4, 4, 4), complex)
GAMMA[0] = np.diag([1, 1, -1, -1])
for axis in range(3):
    GAMMA[axis + 1, :2, 2:] = PAULI[axis]
    GAMMA[axis + 1, 2:, :2] = -PAULI[axis]
METRIC = np.array([1.0, -1.0, -1.0, -1.0])


def spinors(p, antiparticle=False):
    slash = np.einsum('m,mij->ij', METRIC * p, GAMMA)
    if antiparticle:
        return (slash - np.eye(4))[:, 2:] / np.sqrt(p[0] + 1)
    return (slash + np.eye(4))[:, :2] / np.sqrt(p[0] + 1)


def current(left, right):
    return np.einsum('ia,mij,jb->mab', left.conj(), GAMMA[0] @ GAMMA, right)


def spin_sums(tau, w, positron):
    """Direct, second-diagram and interference parts of averaged |M|^2/e^4."""
    g = 1 + tau
    p, k = np.sqrt(g**2 - 1), np.sqrt(w * (w + 2))
    cosine = (g + 1) * w / (p * k)
    sine = np.sqrt(max(0.0, 1 - cosine**2))
    p1, p2 = np.array([g, 0, 0, p]), np.array([1.0, 0, 0, 0])
    p4 = np.array([1 + w, k * sine, 0, k * cosine])
    p3 = p1 + p2 - p4
    s, t, u = 2 * (g + 1), -2 * w, -2 * (tau - w)
    u2, u4 = spinors(p2), spinors(p4)
    a1, a3 = spinors(p1, positron), spinors(p3, positron)
    if positron:
        direct = np.einsum('m,mac,mdb->abcd', METRIC,
                           current(a1, a3), current(u4, u2)) / t
        second = np.einsum('m,mab,mdc->abcd', METRIC,
                           current(a1, u2), current(u4, a3)) / s
    else:
        direct = np.einsum('m,mca,mdb->abcd', METRIC,
                           current(a3, a1), current(u4, u2)) / t
        second = np.einsum('m,mda,mcb->abcd', METRIC,
                           current(u4, a1), current(a3, u2)) / u
    return np.array([np.sum(abs(direct)**2), np.sum(abs(second)**2),
                     -2 * np.sum(direct * second.conj()).real]) / 4


def invariant_parts(s, t, u):
    return np.array([2 * ((s-2)**2 + (u-2)**2 + 4*t) / t**2,
                     2 * ((s-2)**2 + (t-2)**2 + 4*u) / u**2,
                     4 * (s-2) * (s-6) / (t*u)])


# Squared amplitudes and laboratory cross sections against spinor sums
worst_amplitude = 0.0
for tau in (0.05, 0.8, 3.0, 15.0):
    for fraction in (0.07, 0.3, 0.45, 0.8):
        w = fraction * tau
        s, t = 2 * (tau + 2), -2 * w
        u = 4 - s - t
        for positron in (False, True):
            sums = spin_sums(tau, w, positron)
            formula = (invariant_parts(u, t, s) if positron
                       else invariant_parts(s, t, u))
            scale = np.max(abs(sums))
            error = np.max(abs(sums - formula)) / scale
            worst_amplitude = max(worst_amplitude, error)
            lab = bhabha(tau, w) if positron else moller(tau, w)
            from_spinors = sums.sum() / (4 * (1 + tau)**2)
            assert abs(from_spinors / lab - 1) < 1e-8
assert worst_amplitude < 1e-9

# F obtained by integrating W times the spinor-sum cross section
nodes, weights = np.polynomial.legendre.leggauss(28)
worst_f = 0.0
for tau in (0.02, 0.5, 2.0, 20.0):
    for positron, upper, closed in ((False, 0.5, f_electron),
                                    (True, 1.0, f_positron)):
        integral = 0.0
        for x, weight in zip(nodes, weights):
            eps = upper * (x + 1) / 2
            cross = spin_sums(tau, eps*tau, positron).sum() / (4*(1+tau)**2)
            integral += weight * upper/2 * (eps * tau**2 * cross - 1/eps)
        numerical = integral + np.log(upper) + 2*LN2 - beta_squared(tau)
        worst_f = max(worst_f, abs(numerical - closed(tau)))
assert worst_f < 1e-7

# Dipole region: momentum integral against its logarithmic limit
for g in (1.1, 3.0):
    b2, a2, top = 1 - 1/g**2, 1/g**2, 1e6
    value = quad(lambda z: np.exp(z) * (np.exp(z) + a2/g**2)
                 / (np.exp(z) + a2)**2, -35, np.log(top), limit=300)[0]
    assert abs(value - (np.log(top/a2) - b2)) < 1e-5


# Dipole region: time transforms of the field of a uniformly moving charge
def distant_loss(g, b_min=0.003):
    """Half the integral of b |E(b, omega)|^2, for e = v = omega = 1."""
    x, wt = np.polynomial.legendre.leggauss(60)
    low, high = np.log(b_min), np.log(20 * g)
    total = 0.0
    for z, weight in zip((high-low)/2 * x + (high+low)/2, wt * (high-low)/2):
        b = np.exp(z)
        across = 2 * quad(lambda t: g*b / (b*b + g*g*t*t)**1.5, 0, np.inf,
                          weight='cos', wvar=1, epsabs=1e-6, limit=200)[0]
        along = 2 * quad(lambda t: g*t / (b*b + g*g*t*t)**1.5, 0, np.inf,
                         weight='sin', wvar=1, epsabs=1e-6, limit=200)[0]
        total += weight * b*b * (across**2 + along**2) / 2
    return total


g_low, g_high = 1.05, 3.0
field_change = distant_loss(g_high) - distant_loss(g_low)
formula_change = (2*np.log(g_high/g_low) + 1/g_high**2 - 1/g_low**2)
# finite smallest impact parameter leaves an error of a few 1e-4
assert abs(field_change - formula_change) < 2e-3

# Joining dipole and binary regions: exact strengths of an oscillator atom
quantum_ratio, levels = 1e-6, 400     # hbar omega/(2 m v^2), highest level
n_level = np.arange(2, levels + 1)
oscillator_sum = exp1(quantum_ratio) + np.sum(
    gammaincc(n_level - 1, n_level**2 * quantum_ratio) / (n_level - 1))
oscillator_log = np.log(levels / quantum_ratio)
# the discrete level spacing limits agreement to order 1/levels
assert abs(oscillator_sum - oscillator_log) < 1 / levels

# Worked example with round model parameters
MC2 = constants.physical_constants[
    'electron mass energy equivalent in MeV'][0] * 1e6
RE_CM = constants.physical_constants['classical electron radius'][0] * 100
energy, mean_exc, density, cut = 1e6, 100.0, 1e20, 1e4
tau = energy / MC2
b2 = beta_squared(tau)
prefactor = 2 * np.pi * RE_CM**2 * MC2 * density / b2
common = 2*np.log(energy/mean_exc) + np.log(1 + tau/2)
soft = np.log(2*MC2*tau*(tau+2)*cut/mean_exc**2) - b2
hard_e = quad(lambda w: w*moller(tau, w), cut/MC2, tau/2, epsabs=1e-11)[0]
hard_p = quad(lambda w: w*bhabha(tau, w), cut/MC2, tau, epsabs=1e-11)[0]
number_e, number_p = common + f_electron(tau), common + f_positron(tau)
excess_e, excess_p = soft + hard_e - number_e, soft + hard_p - number_p
linear_e = (2*tau + 1) / (tau + 1)**2 * cut/energy
linear_p = b2 * (2 - 1/(tau + 2)**2) * cut/energy
assert abs(excess_e/linear_e - 1) < 0.02
assert abs(excess_p/linear_p - 1) < 0.02

# Limits and the energy at which the two stopping powers are equal
assert abs(f_electron(1e-7) - (1 - LN2)) < 1e-5
assert abs(f_positron(1e-7) - 2*LN2) < 1e-5
assert abs(f_electron(1e7) - 1/8) < 1e-5
assert abs(f_positron(1e7) - (2*LN2 - 23/12)) < 1e-5
grid = np.logspace(-5, 5, 4000)
signs = np.sign(f_positron(grid) - f_electron(grid))
assert np.count_nonzero(np.diff(signs)) == 1
tau_equal = brentq(lambda x: f_positron(x) - f_electron(x), 1e-3, 1e3)

print(f"electron rest energy = {MC2/1e6:.6f} MeV")
print(f"classical electron radius = {RE_CM:.6e} cm")
print(f"kinetic energy T = {energy/1e6:.3f} MeV")
print(f"mean excitation energy I = {mean_exc:.1f} eV")
print(f"electron density n = {density:.3e} cm^-3")
print(f"cut W_c = {cut/1e3:.1f} keV")
print(f"tau = {tau:.6f}, gamma = {tau+1:.6f}, beta^2 = {b2:.6f}")
print(f"prefactor 2 pi r_e^2 m c^2 n/beta^2 = {prefactor:.5f} eV/cm")
print(f"ln(T/I)^2 = {2*np.log(energy/mean_exc):.6f}")
print(f"ln(1+tau/2) = {np.log(1+tau/2):.6f}")
print(f"F electron = {f_electron(tau):.6f}")
print(f"F positron = {f_positron(tau):.6f}")
print(f"stopping number electron = {number_e:.6f}")
print(f"stopping number positron = {number_p:.6f}")
print(f"soft part below W_c = {soft:.6f}")
print(f"hard part electron, W_c to T/2 = {hard_e:.6f}")
print(f"hard part positron, W_c to T = {hard_p:.6f}")
print(f"soft+hard electron = {soft+hard_e:.6f}")
print(f"soft+hard positron = {soft+hard_p:.6f}")
print(f"finite-cut excess electron = {excess_e:.6f}, linear {linear_e:.6f}")
print(f"finite-cut excess positron = {excess_p:.6f}, linear {linear_p:.6f}")
print(f"stopping power electron = {prefactor*number_e:.3f} eV/cm")
print(f"stopping power positron = {prefactor*number_p:.3f} eV/cm")
print("T (MeV), F electron, F positron, (S+ - S-)/S- in percent:")
for t_mev in (0.01, 0.1, 1.0, 10.0, 100.0):
    x = t_mev * 1e6 / MC2
    fe, fp = f_electron(x), f_positron(x)
    base = 2*np.log(t_mev*1e6/mean_exc) + np.log(1 + x/2)
    print(f"  {t_mev:7.2f}  {fe:.5f}  {fp:.5f}  {100*(fp-fe)/(base+fe):.3f}")
print(f"equal stopping: tau = {tau_equal:.5f}, T = "
      f"{tau_equal*MC2/1e6:.5f} MeV, F = {f_electron(tau_equal):.5f}")
print(f"low-energy limits: F- = {1-LN2:.5f}, F+ = {2*LN2:.5f}")
print(f"high-energy limits: F- = {1/8:.5f}, F+ = {2*LN2-23/12:.5f}")
print(f"largest relative amplitude error = {worst_amplitude:.1e}")
print(f"largest error of F from spinor sums = {worst_f:.1e}")
print(f"field test, gamma {g_low} to {g_high}: numerical change = "
      f"{field_change:.5f}, formula = {formula_change:.5f}")
print(f"oscillator atom, {levels} levels: sum = {oscillator_sum:.5f}, "
      f"logarithm = {oscillator_log:.5f}")
print("ALL CHECKS PASSED")
```

It prints:

```
electron rest energy = 0.510999 MeV
classical electron radius = 2.817940e-13 cm
kinetic energy T = 1.000 MeV
mean excitation energy I = 100.0 eV
electron density n = 1.000e+20 cm^-3
cut W_c = 10.0 keV
tau = 1.956951, gamma = 2.956951, beta^2 = 0.885630
prefactor 2 pi r_e^2 m c^2 n/beta^2 = 28.78797 eV/cm
ln(T/I)^2 = 18.420681
ln(1+tau/2) = 0.682327
F electron = -0.220431
F positron = -0.624183
stopping number electron = 18.882577
stopping number positron = 18.478825
soft part below W_c = 14.998501
hard part electron, W_c to T/2 = 3.889651
hard part positron, W_c to T = 3.497403
soft+hard electron = 18.888152
soft+hard positron = 18.495904
finite-cut excess electron = 0.005576, linear 0.005620
finite-cut excess positron = 0.017080, linear 0.017147
stopping power electron = 543.591 eV/cm
stopping power positron = 531.968 eV/cm
T (MeV), F electron, F positron, (S+ - S-)/S- in percent:
     0.01  0.26913  1.28215  10.675
     0.10  0.02822  0.58914  4.025
     1.00  -0.22043  -0.62418  -2.138
    10.00  0.04975  -0.58162  -2.480
   100.00  0.11673  -0.53625  -2.019
equal stopping: tau = 0.66049, T = 0.33751 MeV, F = -0.20102
low-energy limits: F- = 0.30685, F+ = 1.38629
high-energy limits: F- = 0.12500, F+ = -0.53037
largest relative amplitude error = 3.6e-14
largest error of F from spinor sums = 6.1e-15
field test, gamma 1.05 to 3.0: numerical change = 1.30398, formula = 1.30373
oscillator atom, 400 levels: sum = 19.80572, logarithm = 19.80698
ALL CHECKS PASSED
```
